# Inversion and depletion charge at twice the bulk potential: verification in Python

```python
"""
Result under test: in a p-type MOS surface at band bending psi_s = 2*phi_F,
the electron charge Q_I is far below the depletion charge Q_D:
    Q_I/Q_D = (1/(2U)) * (1 + 5/(4U) + ...),   U = 2*phi_F/Vt,
while the increments dQ_I/dpsi_s and dQ_D/dpsi_s are equal there.
Symbols: Vt = kT/q; u = psi/Vt; p0, n0 = bulk hole and electron densities;
Q_I = q*integral(n-n0)dx; Q_D = q*integral(p0-p)dx (magnitudes per area);
L = sqrt(eps*Vt/(q*p0)); reduced charges are in units of q*p0*L.
Equilibrium, Boltzmann carriers and full ionization, unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros, expit

q, kB, hbar, m0 = const.e, const.k, const.hbar, const.m_e


def slope(u, U):
    """|du/dz| from the first integral of Poisson's equation, z = x/L."""
    if u < 1e-3:  # series avoids cancellation
        holes = u**2 / 2 - u**3 / 6 + u**4 / 24
        electrons = u**2 / 2 + u**3 / 6 + u**4 / 24
    else:
        holes = np.expm1(-u) + u
        electrons = np.expm1(u) - u
    return np.sqrt(2 * (holes + np.exp(-U) * electrons))


def charges_by_potential(us, U):
    """Reduced (Q_D, Q_I) by integration over the potential."""
    cut = max(us - 8.0, us / 2)
    def integrate(f):
        return sum(quad(f, a, b, epsabs=1e-12, epsrel=1e-10, limit=200)[0]
                   for a, b in ((0.0, cut), (cut, us)))
    dep = integrate(lambda u: -np.expm1(-u) / slope(u, U))
    inv = integrate(lambda u: np.exp(-U) * np.expm1(u) / slope(u, U))
    return dep, inv


def solve_poisson(us, U, n=3000, zmax=25.0):
    """Newton solution of Poisson's equation in space, no first integral."""
    z = zmax * np.sinh(6 * np.linspace(0, 1, n + 1)) / np.sinh(6)
    h = np.diff(z)
    left, right = h[:-1], h[1:]
    a = 2 / (left * (left + right))
    c = 2 / (right * (left + right))
    u = us * np.clip(1 - z / np.sqrt(2 * us), 0, None)**2
    for _ in range(300):
        v = u[1:-1]
        source = -np.expm1(-v) + np.exp(-U) * np.expm1(v)
        residual = a * (u[:-2] - v) + c * (u[2:] - v) - source
        band = np.zeros((3, n - 1))
        band[0, 1:] = c[:-1]
        band[1] = -(a + c) - np.exp(-v) - np.exp(v - U)
        band[2, :-1] = a[1:]
        du = solve_banded((1, 1), band, -residual)
        u[1:-1] += np.clip(du, -1, 1)
        if np.max(np.abs(du)) < 1e-8:
            return z, u
    raise AssertionError("Poisson iteration did not converge")


def charges_in_space(us, U):
    z, u = solve_poisson(us, U)
    return (trapezoid(-np.expm1(-u), z),
            trapezoid(np.exp(-U) * np.expm1(u), z))


def ratio_at_2phiF(U):
    dep, inv = charges_by_potential(U, U)
    return inv / dep


# ---- inputs: rough typical silicon values, older planar bulk transistor
T = 300.0
Na = 1e23            # m^-3
ni = 1e16            # m^-3 at 300 K
eps = 11.7 * const.epsilon_0
eps_ox = 3.9 * const.epsilon_0
t_ox = 10e-9
Vt = kB * T / q
p0 = Na / 2 + np.sqrt(Na**2 / 4 + ni**2)
U = 2 * np.log(p0 / ni)
L = np.sqrt(eps * Vt / (q * p0))
unit_charge = q * p0 * L
C_ox = eps_ox / t_ox

# ---- charges at 2*phi_F: two independent roads
dep, inv = charges_by_potential(U, U)
dep_x, inv_x = charges_in_space(U, U)
assert abs(dep_x / dep - 1) < 3e-4
assert abs(inv_x / inv - 1) < 3e-4
total_closed = np.sqrt(2 * U * (1 - np.exp(-U)))
assert abs((dep_x + inv_x) / total_closed - 1) < 3e-4
ratio = inv / dep
assert inv_x / dep_x < 0.02

# ---- electron charge is the smaller one at 2*phi_F for any doping
for trial in (0.3, 1.0, 3.0, 10.0, 30.0):
    assert ratio_at_2phiF(trial) < 1

# ---- large-U law: remainder must fall as 1/U^2
for trial in (20.0, 40.0, 80.0, 160.0):
    remainder = 2 * trial * ratio_at_2phiF(trial) - 1 - 5 / (4 * trial)
    assert abs(remainder) < 4 / trial**2
ratio_law = (1 + 5 / (4 * U)) / (2 * U)

# ---- increments at 2*phi_F from the spatial solution
step = 0.05
dep_hi, inv_hi = charges_in_space(U + step, U)
dep_lo, inv_lo = charges_in_space(U - step, U)
cap_dep = (dep_hi - dep_lo) / (2 * step)
cap_inv = (inv_hi - inv_lo) / (2 * step)
assert abs(cap_inv / cap_dep - 1) < 3e-3
assert abs(cap_inv * total_closed - 1) < 3e-3
cap_unit = unit_charge / Vt

# ---- band bending at which the two charges really match
def mismatch(us):
    d, i = charges_by_potential(us, U)
    return i - d
us_eq = brentq(mismatch, U, U + 10)
dep_eq, inv_eq = charges_by_potential(us_eq, U)
dep_eq_x, inv_eq_x = charges_in_space(us_eq, U)
assert abs(inv_eq_x / dep_eq_x - 1) < 1e-3
us_est = brentq(lambda s: s - U - np.log(3 * (s - 1)), U, U + 10)
assert abs(us_est - us_eq) < 0.1

field = total_closed * Vt / L
field_eq = (dep_eq + inv_eq) * Vt / L
gate = U * Vt + eps * field / C_ox
gate_eq = us_eq * Vt + eps * field_eq / C_ox

# ---- temperature: rough extrapolated gap of 1.2 eV for the slope of ni
gap_slope = 1.2 * q
def ratio_at_temperature(temp):
    ni_t = ni * (temp / T)**1.5 * np.exp(
        -gap_slope / (2 * kB) * (1 / temp - 1 / T))
    p_t = Na / 2 + np.sqrt(Na**2 / 4 + ni_t**2)
    return ratio_at_2phiF(2 * np.log(p_t / ni_t))
T_two = brentq(lambda t: ratio_at_temperature(t) - 0.02, 300, 400)

# ---- confinement: subbands for a (100) surface, rough silicon masses
ml, mt = 0.916, 0.19
ladders = ((ml, mt, 2), (mt, np.sqrt(ml * mt), 4))  # m_z, m_plane, valleys
m_dos = (ml * mt**2)**(1 / 3) * m0
Nc = 12 * (m_dos * kB * T / (2 * np.pi * hbar**2))**1.5


def levels(potential, h, mz):
    """Levels (J) between hard walls; potential on interior nodes."""
    kinetic = hbar**2 / (2 * mz * m0 * h**2)
    return eigh_tridiagonal(potential + 2 * kinetic,
                            np.full(len(potential) - 1, -kinetic),
                            eigvals_only=True)


def sheet_density(level_sets, n_boltzmann):
    """Electrons per area; n_boltzmann fixes the band edge at the surface."""
    edge = np.log(Nc / n_boltzmann)
    total = 0.0
    for (mz, mp, valleys), energy in zip(ladders, level_sets):
        density = valleys * mp * m0 * kB * T / (np.pi * hbar**2)
        total += density * np.sum(
            np.logaddexp(0, -(edge + energy / (kB * T))))
    return total


h = 0.05e-9
x = h * np.arange(1, 1000)
# level solver against Airy zeros in a linear potential
airy = -ai_zeros(3)[0] * (hbar**2 * (q * field)**2 / (2 * ml * m0))**(1 / 3)
assert np.allclose(levels(q * field * x, h, ml)[:3], airy, rtol=2e-3)
# density prefactors against the bulk density in a wide flat box
box = 2e-6
k_box = np.pi * np.arange(1, 6000) / box
flat = [(hbar * k_box)**2 / (2 * lad[0] * m0) for lad in ladders]
assert abs(sheet_density(flat, p0) / box / p0 - 1) < 6e-3


def quantum_sheet(us):
    z, u = solve_poisson(us, U)
    energy = kB * T * (us - np.interp(x, z * L, u))
    sets = [levels(energy, h, lad[0]) for lad in ladders]
    return sheet_density(sets, p0 * np.exp(us - U))


keep = q * quantum_sheet(U) / (inv * unit_charge)
keep_eq = q * quantum_sheet(us_eq) / (inv_eq * unit_charge)
assert keep < 1 and keep_eq < 1

# ---- Fermi statistics: loss against the Boltzmann density at the surface
def fermi_loss(n_boltzmann):
    eta = np.log(n_boltzmann / Nc)
    value = quad(lambda s: 2 * s**2 * expit(eta - s**2), 0, 8)[0]
    return 1 - 2 / np.sqrt(np.pi) * value / np.exp(eta)
ns_eq = p0 * np.exp(us_eq - U)

# ---- isolated acceptor level: rough 45 meV, degeneracy 4, Nv 2e19 cm^-3
binding = 4 * Na / 2e25 * np.exp(0.045 / Vt)
ionized = (-1 + np.sqrt(1 + 4 * binding)) / (2 * binding)

# ---- dopant number below a 100 nm by 100 nm gate
dopants = dep * p0 * L * (100e-9)**2

print("INPUTS (rough typical silicon values)")
print(f"temperature: {T:.0f} K")
print(f"acceptors: {Na*1e-6:.1e} cm^-3")
print(f"intrinsic density: {ni*1e-6:.1e} cm^-3")
print(f"relative permittivity Si, oxide: "
      f"{eps/const.epsilon_0:.1f}, {eps_ox/const.epsilon_0:.1f}")
print(f"oxide thickness: {t_ox*1e9:.0f} nm")
print("AT TWICE THE BULK POTENTIAL")
print(f"Vt: {Vt*1e3:.3f} mV")
print(f"phi_F: {U*Vt/2:.4f} V")
print(f"2 phi_F: {U*Vt:.4f} V")
print(f"U = 2 phi_F/Vt: {U:.3f}")
print(f"length L: {L*1e9:.2f} nm")
print(f"surface field: {field*1e-8:.4f} MV/cm")
print(f"Vt/E_s: {Vt/field*1e9:.3f} nm")
print(f"Q_I/(q n_s): {inv*L*1e9:.3f} nm")
print(f"Q_D/(q p0): {dep*L*1e9:.2f} nm")
print(f"Q_I: {inv*unit_charge*100:.5f} uC/cm2")
print(f"Q_D: {dep*unit_charge*100:.5f} uC/cm2")
print(f"Q_I/Q_D, potential integral: {100*ratio:.3f} %")
print(f"Q_I/Q_D, spatial solution: {100*inv_x/dep_x:.3f} %")
print(f"leading term 1/(2U): {100/(2*U):.3f} %")
print(f"two-term law: {100*ratio_law:.3f} %")
print(f"dQ_I/dpsi_s: {cap_inv*cap_unit*100:.4f} uF/cm2")
print(f"dQ_D/dpsi_s: {cap_dep*cap_unit*100:.4f} uF/cm2")
print(f"gate voltage above flat band: {gate:.3f} V")
print(f"Q_I/C_ox: {inv*unit_charge/C_ox*1e3:.2f} mV")
print("WHERE THE CHARGES REALLY MATCH")
print(f"psi_s: {us_eq*Vt:.4f} V")
print(f"psi_s - 2 phi_F: {(us_eq-U)*Vt*1e3:.1f} mV")
print(f"same in units of Vt: {us_eq-U:.3f}")
print(f"simple estimate, units of Vt: {us_est-U:.3f}")
print(f"n_s/p0: {ns_eq/p0:.1f}")
print(f"each charge: {dep_eq*unit_charge*100:.4f} uC/cm2")
print(f"surface field: {field_eq*1e-8:.4f} MV/cm")
print(f"gate voltage above flat band: {gate_eq:.3f} V")
print(f"extra gate voltage: {gate_eq-gate:.3f} V")
print("OTHER DOPINGS AND TEMPERATURES, Q_I/Q_D at 2 phi_F")
for doping in (1e21, 1e22, 1e24):
    value = ratio_at_2phiF(2 * np.log(doping / ni))
    print(f"{doping*1e-6:.0e} cm^-3, 300 K: {100*value:.2f} %")
print(f"1e17 cm^-3, 400 K: {100*ratio_at_temperature(400.0):.2f} %")
print(f"1e17 cm^-3 reaches 2 % at: {T_two:.0f} K")
print("NEGLECTED EFFECTS")
print(f"subband/classical Q_I at 2 phi_F: {keep:.3f}")
print(f"Q_I/Q_D with subbands: {100*ratio*keep:.2f} %")
print(f"subband/classical Q_I at match, fixed psi: {keep_eq:.2f}")
print(f"Fermi loss of n_s at 2 phi_F: {100*fermi_loss(p0):.2f} %")
print(f"Fermi loss of n_s at match: {100*fermi_loss(ns_eq):.1f} %")
print(f"neutral acceptors in bulk, rough: {100*(1-ionized):.0f} %")
print(f"dopants under 100 nm x 100 nm: {dopants:.0f}")
print(f"their relative fluctuation: {100/np.sqrt(dopants):.0f} %")
print(f"oxide field at 2 phi_F: {eps*field/eps_ox*1e-8:.2f} MV/cm")
print(f"oxide field at match: {eps*field_eq/eps_ox*1e-8:.2f} MV/cm")
print("no test failed")
```

Running it gives:

```
INPUTS (rough typical silicon values)
temperature: 300 K
acceptors: 1.0e+17 cm^-3
intrinsic density: 1.0e+10 cm^-3
relative permittivity Si, oxide: 11.7, 3.9
oxide thickness: 10 nm
AT TWICE THE BULK POTENTIAL
Vt: 25.852 mV
phi_F: 0.4167 V
2 phi_F: 0.8334 V
U = 2 phi_F/Vt: 32.236
length L: 12.93 nm
surface field: 0.1606 MV/cm
Vt/E_s: 1.610 nm
Q_I/(q n_s): 1.650 nm
Q_D/(q p0): 102.16 nm
Q_I: 0.00264 uC/cm2
Q_D: 0.16368 uC/cm2
Q_I/Q_D, potential integral: 1.615 %
Q_I/Q_D, spatial solution: 1.615 %
leading term 1/(2U): 1.551 %
two-term law: 1.611 %
dQ_I/dpsi_s: 0.0998 uF/cm2
dQ_D/dpsi_s: 0.0998 uF/cm2
gate voltage above flat band: 1.315 V
Q_I/C_ox: 7.66 mV
WHERE THE CHARGES REALLY MATCH
psi_s: 0.9535 V
psi_s - 2 phi_F: 120.1 mV
same in units of Vt: 4.648
simple estimate, units of Vt: 4.680
n_s/p0: 104.3
each charge: 0.1734 uC/cm2
surface field: 0.3348 MV/cm
gate voltage above flat band: 1.958 V
extra gate voltage: 0.643 V
OTHER DOPINGS AND TEMPERATURES, Q_I/Q_D at 2 phi_F
1e+15 cm^-3, 300 K: 2.30 %
1e+16 cm^-3, 300 K: 1.90 %
1e+18 cm^-3, 300 K: 1.41 %
1e17 cm^-3, 400 K: 2.71 %
1e17 cm^-3 reaches 2 % at: 341 K
NEGLECTED EFFECTS
subband/classical Q_I at 2 phi_F: 0.335
Q_I/Q_D with subbands: 0.54 %
subband/classical Q_I at match, fixed psi: 0.24
Fermi loss of n_s at 2 phi_F: 0.13 %
Fermi loss of n_s at match: 11.2 %
neutral acceptors in bulk, rough: 9 %
dopants under 100 nm x 100 nm: 102
their relative fluctuation: 10 %
oxide field at 2 phi_F: 0.48 MV/cm
oxide field at match: 1.00 MV/cm
no test failed
```
